\section*{Neutral radius of a conducting filler sphere with interface resistance}

\section*{Problem}

Polymer layers in chip packages can be filled with particles that conduct heat better than the polymer. Each particle surface, however, resists the passage of heat. Consider spheres of radius $a$ and conductivity $k_p$ in a matrix of conductivity $k_m<k_p$. The interface has resistance $R>0$, defined as temperature jump divided by normal heat flux.

\begin{enumerate}
\item At which radius $a_c$ do the spheres leave the conductivity of the matrix unchanged?
\item Show that smaller spheres reduce it, first for dilute filler and then for any volume fraction $\phi$.
\item Evaluate $a_c$ for $k_m=0.2$ and $k_p=30$ W/(m\,K), $R=5\times10^{-8}$ m$^2$K/W, and discuss the result.
\end{enumerate}

\textbf{Assumptions.} Heat flow is steady and obeys Fourier's law, $\mathbf q=-k\nabla T$. The spheres are separate and lie wholly inside a slab of length $L$, cross-section $W$ and volume $V=LW$. The slab has insulated sides, and its ends $z=0$ and $z=L$ are held at temperatures $0$ and $GL$. Heat therefore flows towards $-z$. The effective conductivity $k_{\rm eff}$ is the magnitude of the mean flux divided by $G$. With $\mathbf n$ the outward normal of a sphere and $[T]=T_{\rm out}-T_{\rm in}$, the interface conditions are
\begin{equation}
k_p\,\partial_nT_{\rm in}=k_m\,\partial_nT_{\rm out},\qquad [T]=R\,k_p\,\partial_nT_{\rm in}.
\label{bc}
\end{equation}
The sign in the second condition says that heat crosses from the hotter to the colder side. No physical constant enters, so the algebra reads the same in atomic units.

\section*{Hints}

\begin{enumerate}
\item If a sphere does not disturb its surroundings, the flux is the same inside and outside. Compare the temperature difference saved inside the sphere with the one lost at its surface.
\item For other radii, try a uniform gradient inside and a uniform gradient plus a dipole outside. Can $R$ be absorbed into a modified sphere conductivity?
\item At finite $\phi$ the spheres disturb each other. Find a quantity that the true temperature field minimises, and insert a simple trial field.
\end{enumerate}

\section*{Solution}

\subsection*{1. The neutral radius}

Let $T=Gz$ throughout the matrix. Inside a sphere centred at height $z_c$ let $T=Gz_c+g(z-z_c)$, where $z-z_c=a\cos\theta$ on the surface. Conditions (\ref{bc}) become
\begin{align}
k_p\,g\cos\theta&=k_m\,G\cos\theta, & (G-g)\,a\cos\theta&=R\,k_p\,g\cos\theta .
\end{align}
The first gives $g=k_mG/k_p$. Inserting this in the second and dividing by $G\cos\theta$ gives $(1-k_m/k_p)\,a=Rk_m$, so
\begin{equation}
a_c=\frac{Rk_m}{1-k_m/k_p}=\frac{R\,k_mk_p}{k_p-k_m}.
\label{ac}
\end{equation}
This field also meets the conditions at the ends and sides of the slab. The flux has magnitude $k_mG$ everywhere, hence $k_{\rm eff}=k_m$ exactly. Since the matrix field is undisturbed, neither the number nor the arrangement of the spheres matters.

For $k_p\gg k_m$ the radius tends to $Rk_m$, the thickness of a flat matrix layer whose temperature drop divided by heat flux is also $R$. For $k_p\le k_m$ there is no positive solution: the sphere then has no advantage with which to pay for its interface.

\subsection*{2a. Smaller spheres, dilute filler}

Place one sphere in a wide matrix with distant gradient $E$. Measured from the temperature at its centre, the solutions of Laplace's equation with the symmetry of the applied field are
\begin{equation}
T_{\rm in}=A\,r\cos\theta,\qquad T_{\rm out}=\left(Er+\frac{B}{r^2}\right)\cos\theta .
\end{equation}
With $b=B/a^3$, conditions (\ref{bc}) read
\begin{align}
k_pA&=k_m(E-2b), & E+b-A&=\frac{Rk_p}{a}\,A .
\end{align}
The second can be written $E+b=k_pA\,(1/k_p+R/a)$. This suggests the definition
\begin{equation}
\frac1{k_s}=\frac1{k_p}+\frac Ra,\qquad\text{so that}\qquad k_pA=k_s(E+b).
\label{ks}
\end{equation}
Equating the two expressions for $k_pA$ gives $k_s(E+b)=k_m(E-2b)$, or $(k_s+2k_m)\,b=-(k_s-k_m)E$. Therefore
\begin{equation}
b=-\beta E,\qquad \beta=\frac{k_s-k_m}{k_s+2k_m}.
\end{equation}
In a uniform applied field, the sphere thus looks from outside like a perfectly joined one of conductivity $k_s$. In a field that varies across the sphere this equivalence fails: a component proportional to $r^l$ inside the sphere meets the equivalent conductivity $1/(1/k_p+lR/a)$. By (\ref{ks}), $k_s<k_m$ means $R/a>1/k_m-1/k_p$, which is $a<a_c$.

To obtain $k_{\rm eff}$, apply the divergence theorem to $\partial_zT$ in the matrix and in the spheres. The surface terms leave
\begin{equation}
\int\partial_zT\,dV+\sum\int[T]\,n_z\,dS=GV .
\end{equation}
Also $\int k\,\partial_zT\,dV=k_{\rm eff}GV$. Subtracting $k_m$ times the former from the latter removes the matrix integral:
\begin{equation}
(k_{\rm eff}-k_m)GV=\sum\left\{(k_p-k_m)\int_{\rm sphere}\partial_zT\,dV-k_m\int[T]\,n_z\,dS\right\}.
\end{equation}
For a sphere of volume $v=4\pi a^3/3$ we have $[T]=(E+b-A)\,a\cos\theta$ and $a\int\cos^2\theta\,dS=v$. The bracket equals
\begin{align}
v\{(k_p-k_m)A-k_m(E+b-A)\}&=v\{k_pA-k_m(E+b)\}\nonumber\\
&=v\,k_m\{(E-2b)-(E+b)\}=3v\,k_m\beta E .
\end{align}
If the distances between the spheres, and from them to the ends and sides of the slab, are large compared with their radius, each feels $E=G$ to leading order in $\phi$, and
\begin{equation}
\frac{k_{\rm eff}}{k_m}=1+3\phi\beta .
\label{dilute}
\end{equation}
For $a<a_c$ we have $\beta<0$, and the conductivity falls. Spheres in close pairs disturb each other even at small $\phi$; this changes the slope but, by part 2b, not the sign. Finer filler is worse because the interface term $R/a$ in (\ref{ks}) grows as the spheres shrink, which lowers $k_s$. In the formal limit $a\to0$, $k_s\to0$ and $\beta\to-\tfrac12$. The slope $-\tfrac32$ is that of insulating pores.

At moderate $\phi$ one may take $E$ to be the mean gradient in the matrix. A sphere, with its jump, contributes $E+b$ to the mean, so $G=(1-\phi)E+\phi(E+b)=E(1-\phi\beta)$. This gives Maxwell's estimate,
\begin{equation}
\frac{k_{\rm eff}}{k_m}=1+\frac{3\phi\beta}{1-\phi\beta}=\frac{1+2\phi\beta}{1-\phi\beta}.
\label{maxwell}
\end{equation}

\subsection*{2b. Smaller spheres, any volume fraction}

Define
\begin{equation}
F[T]=\int k|\nabla T|^2dV+\sum\int\frac{[T]^2}{R}\,dS .
\end{equation}
Let $T$ be the true field and $T+u$ a trial field with the same end temperatures, so $u=0$ at the ends; $u$ may jump at interfaces. Then $F[T+u]=F[T]+F[u]+2C$ with
\begin{equation}
C=\int k\nabla T\cdot\nabla u\,dV+\sum\int\frac{[T][u]}{R}\,dS .
\end{equation}
Integrate the first term by parts, using $\nabla\cdot(k\nabla T)=0$. The ends contribute nothing because $u=0$, and the sides nothing because $\partial_nT=0$. On a sphere the matrix side gives $-k\,\partial_nT\,u_{\rm out}$ and the inner side $+k\,\partial_nT\,u_{\rm in}$, together $-k\,\partial_nT\,[u]$. By (\ref{bc}), $[T]/R=k\,\partial_nT$, so the second term cancels this and $C=0$. Since $F[u]\ge0$, the true field minimises $F$.

The same integration with $u$ replaced by $T$ leaves the end at $z=L$, which gives $F[T]=GL\cdot k_{\rm eff}G\,W=k_{\rm eff}G^2V$. If $u$ is the difference of two solutions, it gives $F[u]=0$ and hence $u=0$. The solution found in part 1 is therefore unique.

As trial field take the form used in part 1, now with $g$ free. The jump is $(G-g)a\cos\theta$, and since $\int\cos^2\theta\,dS=v/a$, each sphere contributes
\begin{equation}
v\left\{k_pg^2+\frac aR(G-g)^2\right\}.
\end{equation}
The minimum over $g$ lies where $k_pg=(a/R)(G-g)$, that is, $g=G\,(a/R)/(k_p+a/R)$. There the bracket is
\begin{equation}
k_pg^2+k_pg(G-g)=k_pgG=\frac{k_p\,a/R}{k_p+a/R}\,G^2=k_sG^2 .
\end{equation}
Adding the matrix energy $(1-\phi)V k_mG^2$ and dividing by $G^2V$,
\begin{equation}
k_{\rm eff}\le(1-\phi)k_m+\phi k_s .
\label{upper}
\end{equation}
For $a<a_c$ the right side is below $k_m$. Smaller spheres thus reduce the conductivity at every $\phi>0$ and in every arrangement allowed by the assumptions.

\subsection*{3. Numbers}

The values are rough ones in the regime of an alumina-filled epoxy underfill. First $Rk_m=5\times10^{-8}\times0.2$ m $=10$ nm. Then
\begin{equation}
a_c=\frac{10\ \text{nm}}{1-0.2/30}=10.07\ \text{nm},
\end{equation}
about 101 \AA. At a flux of $10^6$ W/m$^2$ the gradients are 5.000 mK/nm in the matrix and 0.033 mK/nm in the filler. From the centre to the pole the sphere saves $(5.000-0.033)\times10.07=50$ mK, and the interface costs $Rq=50$ mK.

The table holds $\phi=0.30$ fixed. ``Array'' is a numerical solution for spheres on a simple cubic lattice; ``upper'' is bound (\ref{upper}), and ``lower'' is derived in Variation 1. Conductivities are in W/(m\,K).

\begin{center}
\begin{tabular}{rrrrr}
$a$ (nm) & $k_s$ & lower & array & upper\\
2 & 0.040 & 0.091 & 0.141 & 0.152\\
5 & 0.100 & 0.154 & 0.166 & 0.170\\
10.07 & 0.200 & 0.200 & 0.200 & 0.200\\
20 & 0.395 & 0.235 & 0.248 & 0.258\\
100 & 1.875 & 0.273 & 0.372 & 0.703\\
1000 & 12.000 & 0.284 & 0.447 & 3.740
\end{tabular}
\end{center}

Spheres of 5 nm lower the conductivity by 17\% relative to the bare matrix, although their material conducts 150 times better than the matrix. Far from $a_c$ the bounds are wide: they settle the sign of the change, not its size. From 100 to 1000 nm $k_s$ grows more than sixfold but the array gains only 20\%, because $\beta$ cannot exceed 1 and has already reached 0.74. Maxwell's estimate (\ref{maxwell}) gives 0.440 at 1000 nm, 1.7\% below the array. The radius at which the array equals the matrix was also sought numerically, and came out as 10.07 nm at $\phi=0.10$, $0.30$ and $0.45$, as the exact argument requires.

\textbf{Real underfills.} Fillers of micrometre size lie far above this $a_c$; the result concerns nanometre fillers. At fixed conductivities $a_c$ is proportional to $R$: between $10^{-8}$ and $10^{-7}$ m$^2$K/W, $a_c$ runs from 2 to 20 nm. The polymer next to a particle may also differ from the bulk: an assumed 1 nm layer with conductivity $1.5\,k_m$ moves $a_c$ to 8.3 nm, 17\% lower, as long as the layers of neighbouring spheres do not overlap. Such a layer also creates a second neutral radius at 2.1 nm, below which the layer outweighs the interface and the spheres raise the conductivity; at 5 nm it weakens the dilute slope from $-0.60$ to $-0.25$. The rule that smaller spheres always lower the conductivity thus presumes a matrix that is uniform up to the particle surface. If from 300 to 400 K $k_p$ falls as $1/T$ and $k_m$ rises by an assumed 10\%, with $R$ fixed, $a_c$ becomes 11.1 nm.

Fourier's law inside so small a sphere is doubtful. The kinetic estimate $3k/(Cv_s)$, with heat capacity $C=3\times10^6$ J/(m$^3$K) and sound speed $v_s=7000$ m/s, gives a phonon mean free path of 4.3 nm in the filler. Even a path ten times longer, which by the rough size correction $k_p/(1+\ell/2a_c)$, with $\ell$ the path, cuts the filler conductivity to 9.6 W/(m\,K), moves $a_c$ only to 10.2 nm, because $k_p$ enters (\ref{ac}) through the small ratio $k_m/k_p$. This estimate leaves $R$ unchanged, which may fail for very small particles. The matrix is strained as a continuum too: in the cubic array at $\phi=0.30$ the gap between neighbours is $0.41\,a$, only 0.8 nm for $a=2$ nm and 2.0 nm for $a=5$ nm. Such gaps are comparable with an altered polymer layer, so the small-radius rows of the table describe the model rather than a real composite. Particles in contact with each other lie outside the model.

\section*{Variation 1: larger spheres}

\emph{Show that spheres with $a>a_c$ raise the conductivity at any $\phi$.}

Use the flux instead of the temperature. Let $Q$ be the mean flux along the slab and
\begin{equation}
D[\mathbf q]=\int\frac{q^2}{k}\,dV+\sum\int R\,q_n^2\,dS .
\end{equation}
Add to the true flux a divergence-free $\mathbf p$ with continuous normal component, none through the sides and no total flow through the ends. Half the cross term is $-\int\nabla T\cdot\mathbf p\,dV+\sum\int Rq_np_n\,dS$. By parts, the first piece gives $\sum\int[T]p_n\,dS$; its end terms vanish because $T$ is constant on each end. Since $Rq_n=-[T]$, the pieces cancel, and the true flux minimises $D$. Its minimum, temperature difference times total heat flow, is $(QL/k_{\rm eff})\,QW=VQ^2/k_{\rm eff}$.

A uniform trial flux $Q$ costs $vQ^2(1/k_p+R/a)=vQ^2/k_s$ per sphere. Hence
\begin{equation}
\frac1{k_{\rm eff}}\le\frac{1-\phi}{k_m}+\frac{\phi}{k_s}.
\end{equation}
For $a>a_c$, $k_s>k_m$ and the right side is below $1/k_m$, so $k_{\rm eff}>k_m$.

\section*{Variation 2: a spread of radii}

\emph{The radii of a dilute filler are log-normally distributed by volume, with median $a_c$ and width $\sigma=0.3$ in $\ln a$. Is the filler still neutral?}

For spheres far from each other and from the ends and sides of the slab, the contributions add to leading order in $\phi$, and the slope in (\ref{dilute}) becomes the average $3\langle\beta\rangle$. For $k_p\gg k_m$ and $a$ near $a_c$, $k_s/k_m\approx a/a_c=e^u$ with $u=\ln(a/a_c)$, so
\begin{equation}
\beta\approx\frac{e^u-1}{e^u+2}=1-\frac3{e^u+2}=\frac u3+\frac{u^2}{18}+\dots
\end{equation}
The linear term averages to zero and $\langle u^2\rangle=\sigma^2$. The slope is then about $3\sigma^2/18=0.015$; the full average gives 0.014. The large spheres slightly outweigh the small ones, but at $\phi=0.01$ the change is only about 0.01\% of $k_m$. A median at $a_c$ therefore leaves this filler nearly, but not strictly, neutral.

\section*{Computed values}
\begin{verbatim}
matrix conductivity k_m = 0.20 W/(m K)
filler conductivity k_p = 30.0 W/(m K)
interface resistance R = 5.0e-08 m^2 K/W
filler volume fraction phi = 0.30
short form R k_m = 10.000 nm
neutral radius a_c = 10.067 nm
  the same = 100.67 angstrom
a_c from radial solution = 10.067 nm
a_c from cubic array, phi 0.10 = 10.067 nm
a_c from cubic array, phi 0.30 = 10.067 nm
a_c from cubic array, phi 0.45 = 10.067 nm
heat flux for balance = 1.0e+06 W/m^2
gradient in matrix = 5.0000 mK/nm
gradient in filler = 0.0333 mK/nm
saved inside sphere (theta=0) = 50.00 mK
jump at interface (theta=0) = 50.00 mK
conductivities in W/(m K) at the chosen phi, radius a in nm:
      a      k_s    lower    array  Maxwell    upper
   2.00   0.0399   0.0908   0.1407   0.1410   0.1520
   5.00   0.0997   0.1536   0.1658   0.1659   0.1699
  10.07   0.2000   0.2000   0.2000   0.2000   0.2000
  20.00   0.3947   0.2347   0.2476   0.2476   0.2584
 100.00   1.8750   0.2732   0.3720   0.3701   0.7025
1000.00  12.0000   0.2837   0.4472   0.4397   3.7400
dipole factor beta (no unit), radial solution and formula:
  a    2.00 nm:  -0.3638  -0.3638
  a    5.00 nm:  -0.2008  -0.2008
  a   10.07 nm:   0.0000   0.0000
  a   20.00 nm:   0.2450   0.2450
  a  100.00 nm:   0.7363   0.7363
  a 1000.00 nm:   0.9516   0.9516
slope (k_eff/k_m-1)/phi at phi 0.01, array and 3 beta:
  a    5.0 nm:  -0.601  -0.602
  a  100.0 nm:   2.225   2.209
  a 0.001 nm (formal pore limit): -1.492
neglected effects, rough or assumed inputs:
filler heat capacity 3.0e+06 J/(m^3 K), speed 7000 m/s
matrix heat capacity 2.0e+06 J/(m^3 K), speed 2500 m/s
mean free path: filler 4.29 nm, matrix 0.12 nm
size-limited k_p 24.7 W/(m K): a_c 10.082 nm
path 10x longer, k_p 9.6 W/(m K): a_c 10.213 nm
R = 1e-08 m^2 K/W: a_c 2.01 nm
R = 1e-07 m^2 K/W: a_c 20.13 nm
layer 1.0 nm of 1.5 k_m: a_c 8.32 nm
400 K, k_p as 1/T from 300 K: a_c 10.090 nm
  and k_m up by 10 %: a_c 11.11 nm
log-normal radii (by volume), median a_c, width 0.3:
  mean dilute slope 0.0140
\end{verbatim}
